Conservative two-moment binning of interstitial clusters with linear distributions

RESULT AND SCOPE

Let f_n be the density of immobile clusters containing n interstitials, and let C be the density of free interstitials. Sizes n = a,…,b form a bin of width w = b − a + 1 and midpoint m = (a + b)/2. Two numbers are stored per bin, the cluster number N and the interstitial content M:

N = Σ f_n,  M = Σ n f_n  (n from a to b).

Let J_n be the net rate, per volume, at which clusters pass from size n to n + 1. The moments obey

dN/dt = J_{a−1} − J_b
dM/dt = a J_{a−1} − b J_b + Σ_{n=a}^{b−1} J_n.  (1)

The fluxes are evaluated with an f_n that is linear in n inside each bin and has the moments N and M. If the equation for C uses the same fluxes, then

Q = C + Σ_bins M + L  (2)

is constant for every choice of bin widths, where L is the density of interstitials lost to the surface. This is an identity of the rate equations, and the time integrator given below preserves it up to rounding. It guarantees neither accuracy nor positive f_n; both depend on the bin widths.

MASTER EQUATION

Clusters change size by capturing or releasing one interstitial. With f_1 = C,

J_n = k_n C f_n − d_{n+1} f_{n+1},  1 ≤ n < n_max,

where k_n is the capture coefficient of size n and d_{n+1} the release rate of size n + 1. The largest size does not grow, so J_{n_max} = 0. For n ≥ 2,

df_n/dt = J_{n−1} − J_n.

Each event n ≥ 2 removes one free interstitial, while the event n = 1 joins two. With surface loss time τ and equilibrium density C*,

dC/dt = −2J_1 − Σ_{n≥2} J_n − (C − C*)/τ
dL/dt = (C − C*)/τ.  (3)

The model is a mean-field one: C is uniform in the layer, and clusters neither move nor merge.

DERIVATION

Summing df_n/dt over a bin cancels all interior fluxes and leaves the first line of (1). For the content,

dM/dt = Σ_{n=a}^{b} n J_{n−1} − Σ_{n=a}^{b} n J_n.

In the first sum put j = n − 1:

Σ_{j=a−1}^{b−1} (j+1) J_j = a J_{a−1} + Σ_{j=a}^{b−1} (j+1) J_j.

Split the second sum into b J_b and Σ_{n=a}^{b−1} n J_n. The interior terms combine with the factor (n + 1) − n = 1, which gives the second line of (1). Each interior event adds one interstitial to the content of the bin without changing its cluster number.

Now add dM/dt over all bins. A flux J_b across the edge between two bins enters twice: the lower bin loses b J_b and the upper bin, which starts at b + 1, gains (b + 1)J_b. The net gain is J_b. The edge below the first bin, which starts at a = 2, gives 2J_1. The top edge gives nothing. Hence

Σ_bins dM/dt = 2J_1 + Σ_{n≥2} J_n,

which is what C loses to clusters in (3). Adding dC/dt and dL/dt gives dQ/dt = 0. The argument never used the values of the J_n, only that each has one value wherever it appears.

LINEAR RECONSTRUCTION

Write f_n = α + β(n − m). Since Σ(n − m) = 0, the number fixes α = N/w. Multiplying by n − m and summing gives M − mN = βS, with

S = Σ(n − m)² = Σ_{j=1}^{w} j² − w[(w+1)/2]²
  = w(w+1)(2w+1)/6 − w(w+1)²/4
  = w(w+1)[(4w+2) − (3w+3)]/12 = w(w² − 1)/12.

Therefore

f_n = N/w + (M − mN)(n − m)/S.  (4)

For w = 1, S vanishes, M = aN is redundant and only N is stored. For w = 2 two moments determine two densities, so the grouping is a change of variables without approximation. The closure error begins at w = 3.

The interior sum in (1) need not be evaluated size by size at run time. Inserting (4),

Σ_{n=a}^{b−1} J_n = C[G₀N/w + G₁(M − mN)/S] − [D₀N/w + D₁(M − mN)/S]

with four constants summed once, over n from a to b − 1:

G₀ = Σ k_n,  G₁ = Σ k_n(n − m),
D₀ = Σ d_{n+1},  D₁ = Σ d_{n+1}(n + 1 − m).

No smoothness of k_n or d_n is assumed here; the linear form of f_n is the sole approximation.

These formulas were tested against the master equation summed size by size, on random states that included negative tails, for an ungrouped grid and three grouped ones. The largest difference was 8·10⁻¹⁵ of the largest rate.

TIME STEP

Collect C, the bin moments and L in a vector y. The equations have the form

F(y) = A y + C B y + g,

with constant matrices A, B and constant vector g. Because C is itself the component y₀, the Jacobian is

F′ = A + C B + (B y)e₀ᵀ,

where e₀ is the unit vector of C. Let p hold 1 for C, for L, for each M, and the size a for each single-size bin. Conservation reads pᵀF(y) = 0 for every y; differentiation gives pᵀF′ = 0. With W = 1 − γhF′ and γ = 1/(2 + √2), a second-order Rosenbrock step of length h is

W k₁ = F(y)
W (k₂ − k₁) = F(y + h k₁/2) − k₁
y_new = y + h k₂.

Since pᵀW = pᵀ, the first line gives pᵀk₁ = 0. The second gives pᵀ(k₂ − k₁) = 0 − 0, so pᵀy_new = pᵀy whatever the step length. Time-step error therefore does not leak into the inventory. If a linear solve leaves a residual r, the stage acquires pᵀk = pᵀr, so a loosely converged iterative solver does leak.

For the linear test equation y′ = λy with z = hλ, inserting the stages gives

y_new/y = [1 + (1 − 2γ)z + (γ² − 2γ + ½)z²]/(1 − γz)².

The chosen γ = 1 − 1/√2 makes the z² coefficient vanish, so the ratio tends to zero for very fast decay. On the imaginary axis, z = is, its squared modulus is

[1 + (1 − 2γ)²s²]/(1 + γ²s²)².

From γ² = 2γ − ½ follows (1 − 2γ)² = 4γ − 1 = 2γ², so the numerator is 1 + 2γ²s², which never exceeds the denominator 1 + 2γ²s² + γ⁴s⁴. The pole lies at positive z, so by the maximum principle the modulus is at most 1 for all Re z ≤ 0. Fast pair reactions thus do not limit the step through linear stability. This is no proof for the nonlinear system.

PSEUDOCODE AND COST

  setup:
    choose bins from 2 to n_max; compute m, S, G₀, G₁, D₀, D₁
    assemble A, B, g from (1), (3), (4)
  repeat until the end time:
    F₀ = F(y);  W = 1 − γ h F′(y)
    solve W k₁ = F₀
    F₁ = F(y + h k₁/2)
    solve W δ = F₁ − k₁;  k₂ = k₁ + δ
    y_new = y + h k₂;  F₂ = F(y_new)
    solve W k₃ = F₂ − (6+√2)(k₂ − F₁) − 2(k₁ − F₀)
    err = max |h(k₁ − 2k₂ + k₃)/6| / (atol + rtol·|y|)
    if err ≤ 1: accept y_new
    h ← h · clip(0.8 err^(−1/3), 0.2, 4)

In err, |y| is the larger of the old and new moduli. If the moments are ordered N, M bin by bin, neighbouring bins couple at most three places off the diagonal. Only C couples to everything. So W consists of a band matrix T, a column c, a row rᵀ and a corner element ω. For a right-hand side (b₀, b), solve T u = b and T v = c by band elimination; then

x₀ = (b₀ − r·u)/(ω − r·v),  x = u − v x₀.

The first formula follows from inserting the second into the row equation ω x₀ + r·x = b₀. The work per step is proportional to the number of bins.

With single sizes up to 15 and widths w ≈ ρa from a = 16 upward, each bin edge is about 1 + ρ times the previous one. The number of wide bins is then about ln(n_max/16)/ln(1 + ρ). For n_max = 2500 and ρ = 0.3 this is 5.05/0.262 ≈ 19.3, hence 20 bins. With 14 single sizes, C and L, that makes 14 + 40 + 2 = 56 unknowns instead of 2501.

POSITIVITY

The reconstruction (4) is lowest at one end of the bin, where |n − m| = (w − 1)/2. For N > 0 it is nonnegative if and only if

|M − mN|(w − 1)/(2S) ≤ N/w.

Dividing by N and inserting S,

|M/N − m| ≤ 2S/[w(w − 1)] = (w + 1)/6.  (5)

Real clusters in the bin can have any mean size up to (w − 1)/2 from the midpoint. For wide bins (5) covers just the middle third of that range.

A violation is unavoidable when clusters start to enter an empty bin from below. They all arrive at size a, so M/N = a initially, and (w − 1)/2 exceeds (w + 1)/6 for every w > 2. Inserting M = aN in (4),

f_a = (N/w)(4w − 2)/(w + 1),  f_b = (N/w)(4 − 2w)/(w + 1).

For large w these tend to 4N/w and −2N/w. The negative f_b sends a spurious negative flux k_b C f_b into the next bin. The inventory is unaffected, but the size distribution near a front can be wrong over several neighbouring bins.

Setting a negative content to zero after a step destroys the balance. Limiting f_n itself is permissible if the limited values enter every flux, because the telescoping argument holds for any J_n. The price is that the interior sums are no longer linear in N and M.

WHY THE CONTENT MOMENT IS NEEDED

Suppose that only N is evolved, with f_n = N/w, and the content is taken as mN. The free population is still charged for all fluxes. An edge flux J_b now moves a cluster from midpoint m to midpoint m′, and the inventory changes at the rate

dQ/dt = Σ_edges (m′ − m − 1) J_b − Σ_interior J_n.

To see its sign, split each flux into drift and size diffusion:

J_n = (k_nC − d_{n+1})(f_n + f_{n+1})/2 + (k_nC + d_{n+1})(f_n − f_{n+1})/2.

For slowly varying populations the drift parts of the two sums cancel to leading order, since m′ − m − 1 is about the number of interior fluxes per edge. The diffusive parts do not: inside a flat bin f_n − f_{n+1} = 0, while the whole difference between bins sits at the edge. With the edge weight q_b = (m′ − m − 1)(k_bC + d_{b+1})/2, summation by parts gives

Σ_edges q_b (f_b − f_{b+1}) = Σ_bins f (q_upper edge − q_lower edge),

as long as the top bin is empty. This is positive where q increases with size, so interstitials are created. For the rates below and w proportional to a, the capture part of q always increases, and the release part varies as n^{3/2} exp(10.8/√n), which increases for √n > 3.6, or n > 13. All wide bins used here lie above that size. Real widths are rounded to whole numbers and the last bin is cut off at n_max, so q need not increase at every edge. On the grid with ρ = 0.3 used for the number-only run below, it falls only at the last edge, which matters little until clusters reach the top of the grid.

WORKED EXAMPLE

The parameters are rough typical values in the regime of {311} defects in ion-implanted silicon at 800 °C, where kT = 0.0925 eV. An excess of 5·10¹³ cm⁻² fills a layer of thickness H = 100 nm, so the initial density is 5·10¹⁸ cm⁻³, all of it free. The effective distance to the surface is X = 100 nm. With D = 10⁻⁷ cm²/s and C* = 10¹⁰ cm⁻³, the steady flux D(C − C*)/X drains the layer with

τ = XH/D = 10⁻⁵ · 10⁻⁵/10⁻⁷ = 10⁻³ s.

Clusters capture as absorbing discs of radius R_n, with 5·10¹⁴ interstitials per cm² of disc:

k_n = 8 D R_n,  R_n = √[n/(π · 5·10¹⁴ cm⁻²)],

so k₁ = 2.02·10⁻¹⁴ cm³/s. Release follows from balance at the free density C* exp(ε_{n+1}/kT):

d_{n+1} = k_n C* exp(ε_{n+1}/kT),  ε_n = 0.60 eV + 1.00 eV/√n.

Here ε_n is the marginal formation energy of the nth interstitial; its second term makes small clusters dissolve in favour of large ones.

The ungrouped equations give:

  1 s: C/C* = 11600, mean size 18, clustered fraction 0.937
  10 s: C/C* = 3730, mean size 45, clustered fraction 0.837
  60 s: C/C* = 1830, mean size 104, clustered fraction 0.599
  200 s: C/C* = 1080, mean size 158, clustered fraction 0.210

Between 1 s and 200 s the cluster density falls from 2.6·10¹⁷ to 6.7·10¹⁵ cm⁻³, a factor of 39, while the content falls by a factor of 4.4: small clusters dissolve and feed the large ones, while only the surface removes interstitials from the layer. Half the excess is lost after 89.3 s. The cluster density printed for 3600 s is below the absolute error tolerance of 10¹⁰ cm⁻³ and means no more than "none left".

The grouped runs use the same rates and relative time tolerance, 2·10⁻⁴. Content errors are the largest over the five output times, relative to the initial excess; negative content is Σ n|f_n| over negative f_n, on the same basis:

  ρ = 0.6: 38 unknowns, error 1.7·10⁻², negative content 0.25
  ρ = 0.3: 56 unknowns, error 4.5·10⁻³, negative content 0.03
  ρ = 0.1: 122 unknowns, error 2.3·10⁻⁴, negative content 7·10⁻⁵

The coarsest grid gives a half-loss time of 89.0 s although its distribution is badly unphysical at some output time. A good total is therefore no evidence for a good size distribution. Coarse bins saved no time steps in this example: ρ = 0.6 needed 809, the ungrouped run 590.

The inventory drift stayed below 4·10⁻¹⁴ of the total in all two-moment runs. Loosening the time tolerance to 3·10⁻³ at ρ = 0.3 halved the number of steps and left the drift at 10⁻¹⁴. On the coarsest grid, an independent multistep integration gave the same lost fraction at 200 s within 5·10⁻⁵.

WHAT THE INVENTORY FIXES

Integrating dL/dt from L = 0 gives ∫(C − C*)dt = τL. After complete dissolution L is practically the initial excess, so

∫(C − C*)dt = 10⁻³ s · 5·10¹⁸ cm⁻³ = 5·10¹⁵ cm⁻³ s.

Quadrature of the computed C(t) agrees within 0.01 %. If boron diffuses at D_B C/C*, with D_B = 4·10⁻¹⁷ cm²/s (dilute boron in intrinsic silicon, which neither clusters with interstitials nor consumes them), its diffusion length after t = 3600 s is

√{2D_B[∫(C − C*)dt/C* + t]} = √[8·10⁻¹⁷ (5·10⁵ + 3600)] cm = 63.5 nm,

against 5.4 nm without the excess. Cluster energies and capture radii have dropped out; they decide when the broadening happens, not its final size, provided that dissolution is complete. For the same reason all three two-moment grids give 63.5 nm.

Number-only grouping at ρ = 0.3 and n_max = 2500 ends with an inventory 4.75 times the initial one. The increase has the predicted sign, but its size is not a property of ρ alone: spurious growth carries clusters to the top of the size grid, and with n_max = 10000 the factor at 3600 s is 9.7. For n_max = 2500 the boron length is 138 nm, close to √4.75 times the correct value.

COMPARISON WITH REAL LAYERS

In silicon after such implants, {311} defects dissolve within minutes near 800 °C and boron moves by tens of nanometres, so the example has the right order of magnitude. Its time scale is not a prediction: raising or lowering all ε_n by 0.1 eV changes the half-loss time from 89 s to about 30 s or 260 s. Real {311} defects are also ribbons rather than discs. A flat ellipse of the same area with axes in the ratio 10:1 captures 1.34 times as fast, which gives a half-loss time of about 107 s. D and C* are each poorly known; the final broadening depends on them through DC*, because τ/C* = XH/(DC*).

Uniform C is a poor assumption here. At 60 s the screening length λ = √(D/Σk_nf_n) is 42 nm, less than the layer thickness. Suppose that the clusters would hold a free density C_c ≫ C*, and that X is a cluster-free gap. Uniform mixing equates the supply H(D/λ²)(C_c − C) to the loss DC/X, so the flux is DC_c/(X + λ²/H). Solving D C″ = (D/λ²)(C − C_c) in the layer, with no flux at its deep side, gives DC_c/[X + λ coth(H/λ)] instead. The denominators are 117 nm and 142 nm, so for clusters spread evenly over the layer the loss at that moment is about 18 % slower. In reality the surface side dissolves first, which widens the cluster-free gap and slows the loss further: solving the ungrouped equations with eight depth cells from the start gives a half-loss time of about 130 s instead of 89 s. The time integral of C then also grows with depth, and the boron length rises from 63.5 nm at the surface side of the layer to about 78 nm at its deep side.

Mobile pairs act the other way. In the run with immobile pairs, 2f₂/C is 0.16 at 60 s. This is not the share of the flux that mobile pairs would carry: if they diffused like single interstitials, they would reach the surface at a rate 1/τ = 1000 s⁻¹, faster than they dissociate (278 s⁻¹), and their density would change. The effect can be large. Letting pairs drain with the same τ from the start in the ungrouped equations brings the half-loss time from 89 s to about 0.3 s. This estimate leaves out the capture of mobile pairs by clusters, so it shows that pair mobility can matter, not by how much. With draining pairs the inventory fixes the integral of C + 2f₂ rather than that of C alone, so the boron broadening computed above holds only for immobile pairs. Three further effects are small at 60 s. Overlap of capture fields changes rates by about 4 %; vacancy supply (assuming the same product of diffusivity and equilibrium density) and loss to the bulk are below 1 %. The bulk figure is X/√(πDt) and assumes free diffusion over about 43 µm; if traps in the bulk limit the penetration to a length ℓ, the ratio is X/ℓ instead, 10 % for ℓ = 1 µm.

Conversion to faulted dislocation loops is also left out. A rough elastic estimate gives a marginal energy of 0.69 eV for a loop of 158 atoms, against 0.68 eV in the model. The closeness proves little: an error of 0.1 eV in either value would change the free density held by the clusters by a factor exp(0.1/0.0925) ≈ 3. At this size the effect of conversion on C therefore stays open. For larger loops the line energy per added atom falls slowly: the same estimate gives about 0.35 eV at 1000 atoms, against 0.63 eV in the model, and only in the limit of very large loops does the fault energy of about 0.03 eV remain alone. If this estimate holds, layers that ripen to loops of 1000 atoms or more before dissolving would keep their interstitials far longer than this model says. The numerical output below lists the remaining values.

Calculated quantities

```
temperature 1073.15 K, kT 0.09248 eV
D_I 1.0e-07 cm2/s, C* 1.0e+10 cm^-3, D_B 4.0e-17 cm2/s
dose 5.0e+13 cm^-2, layer 100 nm, depth 100 nm
initial excess 5.00e+18 cm^-3, surface loss time 1.00e-03 s
marginal energy 0.60 + 1.00/sqrt(n) eV, n_max 2500
defect plane density 5.0e+14 cm^-2, k_1 2.019e-14 cm3/s
operator vs master equation, relative error 7.9e-15
content balance of random states, relative 1.0e-15
ungrouped run: time s, C/C*, clusters cm^-3, mean size, clustered fraction
  1, 1.156e+04, 2.624e+17, 17.8, 0.93651
  10, 3733, 9.338e+16, 44.8, 0.83726
  60, 1830, 2.876e+16, 104.2, 0.59918
  200, 1081, 6.670e+15, 157.8, 0.21047
  3600, 1, 7.735e+03, none left, 0.00000
grid: unknowns, steps, half-loss time s, max content error, drift
  ungrouped: 2501, 590, 89.30, reference, 2.4e-15
  ratio 0.6: 38, 809, 88.99, 1.69e-02, 1.8e-14
  ratio 0.3: 56, 667, 89.18, 4.50e-03, 8.8e-15
  ratio 0.1: 122, 626, 89.30, 2.27e-04, 3.1e-14
  ratio 0.3, loose time steps: 56, 318, 89.20, -, 9.7e-15
ratio 0.6: largest negative content in snapshots 2.5e-01 of total
ratio 0.3: largest negative content in snapshots 3.0e-02 of total
ratio 0.1: largest negative content in snapshots 7.0e-05 of total
number-only, ratio 0.3: max drift 3.754, final change +3.754 of total
BDF check at 200 s: lost fraction differs by 4.1e-05
integral of C-C*: quadrature 5.0001e+15, inventory 5.0000e+15 cm^-3 s
boron broadening after 3600 s: ungrouped 63.47 nm
  ratio 0.6: 63.47 nm
  ratio 0.3: 63.47 nm
  ratio 0.1: 63.47 nm
  number-only: 137.88 nm
  without excess interstitials: 5.37 nm
content above 0.9 n_max, largest in snapshots 1.3e-64 of total
neglected effects:
  screening length at 60 s 41.8 nm (layer 100 nm)
  capture-field overlap at 60 s 0.039 (relative rate correction)
  pair flux / single flux at 60 s if equally mobile 1.6e-01
  vacancy supply / interstitial loss at 60 s, equal DC* 5.5e-04
  bulk flux / surface flux at 60 s 2.3e-03
  marginal energy at mean size 158 (200 s): model 0.680 eV, loop 0.692 eV
  C/C* held by them: model 1555, loop 1774
```
